The Hermitian Half-Size Casida Equation for Real Orbitals and Pure Functionals

Differences between Kohn-Sham orbital energies leave out the coupling between transitions, so they are not in general equal to excitation energies. In a closed-shell molecule they give a singlet and a triplet built from the same two orbitals the same energy. Linear response supplies the missing coupling, but at a price: with N transitions between occupied and virtual orbitals, the resulting matrix has dimension 2N and is not symmetric. Its form does not guarantee real eigenvalues or orthogonal eigenvectors, and each excitation appears twice, at ω and at −ω. For real orbitals and a pure density functional, the same information is held by one real symmetric matrix of dimension N.

**1. Assumptions and the linearized equation**

Hartree atomic units are used. The ground state has integer occupations, and each orbital has a definite spin σ = ↑ or ↓. Occupied orbitals are labelled i, j and virtual orbitals a, b. The label q = (i,a,σ) denotes a transition and q' = (j,b,σ') another; spin is part of the label. Every gap is assumed positive:

ω_q = ε_aσ − ε_iσ > 0.  (1)

Let P be the density matrix of one spin in the basis of ground-state orbitals and F[P] the Kohn-Sham matrix. The time-dependent Kohn-Sham equations are equivalent to

i dP/dt = [F[P], P].  (2)

In the ground state, F₀ is diagonal with elements ε_p, and P₀ is diagonal with elements n_p = 1 (occupied) or 0 (virtual). Write P = P₀ + δP and F = F₀ + δF. To first order,

i dδP/dt = [F₀, δP] + [δF, P₀].  (3)

The orbitals stay orthonormal, so P² = P, and to first order P₀δP + δP P₀ = δP. Between two occupied orbitals this reads 2δP_ij = δP_ij; between two virtual orbitals it reads 0 = δP_ab. Both blocks vanish, which leaves δP_ai and δP_ia. Taking these elements of (3) gives

i dδP_ai/dt = ω_q δP_ai + δF_ai,
i dδP_ia/dt = −ω_q δP_ia − δF_ia.  (4)

The sign of δF differs because [δF, P₀]_pr = δF_pr(n_r − n_p), which is +δF_ai in the first line and −δF_ia in the second.

Now let X_q and Y_q be the parts of δP_ai and δP_ia that vary as e^{−iωt}. The parts varying as e^{+iω*t} follow from the Hermiticity of P. Equations (4) become

ωX_q = ω_q X_q + δF_ai,
−ωY_q = ω_q Y_q + δF_ia,  (5)

where δF now stands for its e^{−iωt} part.

**2. What real orbitals and a pure functional provide**

The change in the density of spin σ' is

δn_σ'(r) = Σ_jb [φ_b(r)φ_j*(r) X_q' + φ_j(r)φ_b*(r) Y_q'].  (6)

For real orbitals the two products are equal, so the density depends on X + Y alone:

δn_σ'(r) = Σ_jb φ_j(r)φ_b(r) (X_q' + Y_q').  (7)

A pure functional is one whose potential depends on the spin densities alone. It is also taken to be adiabatic: the potential at time t depends on the densities at that time. Then

δv_σ(r) = Σ_σ' ∫ [1/|r−r'| + f_xc^{σσ'}(r,r')] δn_σ'(r') dr',  (8)

where f_xc is the second functional derivative of the exchange-correlation energy. Since δv is a multiplicative potential and the orbitals are real, δF_ai = ∫φ_a δv φ_i dr = δF_ia. Inserting (7) and (8) gives

δF_ai = δF_ia = Σ_q' K_qq' (X_q' + Y_q'),  (9)

K_qq' = ∫∫ φ_iσ(r)φ_aσ(r) [1/|r−r'| + f_xc^{σσ'}(r,r')] φ_jσ'(r')φ_bσ'(r') dr dr'.  (10)

K is real, and it is symmetric because the order of two functional derivatives can be exchanged. Let D be the diagonal matrix of the gaps ω_q. Equations (5) are now

ωX = (D + K)X + KY,
−ωY = KX + (D + K)Y.  (11)

In the usual notation A = D + K and B = K, so that

A − B = D.  (12)

This diagonal difference makes the reduction simple. The derivation used two facts: δF responds to X + Y alone, and δF_ai = δF_ia. Real orbitals and a pure functional are sufficient for both, but a pure functional is not necessary. For real orbitals the kinetic-energy density also depends on X + Y alone and contributes a symmetric matrix to δF, so a functional that contains it keeps (12), with further terms in K. Two common cases do lose (12). With complex orbitals, (6) couples X through φ_bφ_j* and Y through φ_jφ_b*, and the two coupling matrices differ. Exact exchange spoils (12) in another way. With the notation

(pq|rs) = ∫∫ φ_p(r)φ_q(r) φ_r(r')φ_s(r') / |r−r'| dr dr',

the exchange matrix is −Σ_rs (pr|sq)P_rs for each spin. An element δP_bj therefore contributes −(ab|ji) to δF_ai, while δP_jb contributes −(aj|bi). For Hartree-Fock theory with real orbitals this gives, for equal spins,

(A − B)_qq' = ω_q δ_qq' − (ab|ij) + (aj|ib),  (13)

which is not diagonal in general.

**3. Reduction to a symmetric matrix**

Define S = X + Y and T = X − Y. Adding the two lines of (11) gives ω(X − Y) on the left and D(X + Y) + 2K(X + Y) on the right. Subtracting the second line from the first gives ω(X + Y) on the left; on the right the K terms cancel. Thus

(D + 2K)S = ωT,  (14)
D T = ωS.  (15)

Multiply (14) by D and use (15) on its right-hand side:

D(D + 2K)S = ω²S.  (16)

The dimension has been halved, but a product of two symmetric matrices is not symmetric unless they commute. Because all gaps are positive, D^{1/2} is real and invertible. Set S = D^{1/2}F, where F without a matrix argument or subscript 0 now denotes a vector of length N, and multiply (16) from the left by D^{−1/2}:

ΩF = ω²F,  Ω = D^{1/2}(D + 2K)D^{1/2}.  (17)

In components,

Ω_qq' = ω_q² δ_qq' + 2 √ω_q K_qq' √ω_q'.  (18)

This is the Hermitian Casida form. Ω is real and symmetric, so its eigenvalues λ = ω² are real and its eigenvectors can be chosen orthonormal.

No solution has been lost or added when λ ≠ 0. Given ΩF = λF, choose either root ω of ω² = λ and put

S = D^{1/2}F,  T = ωD^{−1/2}F.  (19)

Then DT = ωD^{1/2}F = ωS, which is (15). Also (D + 2K)S = D^{−1/2}ΩF = ω²D^{−1/2}F = ωT, which is (14). Changing the sign of ω leaves S alone and reverses T, which exchanges X and Y. The N eigenvectors of Ω thus give 2N independent solutions, the full number.

For ω > 0 and F·F = 1, it is convenient to divide both vectors in (19) by √ω:

X + Y = ω^{−1/2}D^{1/2}F,  X − Y = ω^{1/2}D^{−1/2}F.  (20)

Their scalar product is X·X − Y·Y = F·F = 1.

The factor 2 in (18) belongs to transitions that carry a spin label. In a closed shell, K has equal ↑↑ and ↓↓ blocks and equal ↑↓ and ↓↑ blocks. Vectors with F_↑ = ±F_↓ separate the problem into

Ω^± = D² + 2D^{1/2}(K_↑↑ ± K_↑↓)D^{1/2},  (21)

where D now contains each spatial transition once. The plus sign gives singlets and the minus sign gives triplets with zero spin projection. The Hartree term is the same in K_↑↑ and K_↑↓, so it cancels for triplets. For singlets it is doubled; if K is redefined as one spatial integral with the spin-averaged kernel (f_xc^{↑↑} + f_xc^{↑↓})/2, the prefactor becomes 4.

**4. Oscillators, intensities and stability**

The matrix Ω also has a direct meaning in time. Let s = δP_ai + δP_ia and u = δP_ai − δP_ia, now as functions of time. Adding and subtracting equations (4), with (9), gives

i ds/dt = Du,  i du/dt = (D + 2K)s.  (22)

Differentiate the first equation and insert the second: d²s/dt² = −D(D + 2K)s. With s = D^{1/2}g this becomes

d²g/dt² = −Ωg.  (23)

Ω is the dynamical matrix of the transitions: when it is positive definite, they behave as coupled harmonic oscillators.

A weak kick, described by the added potential κzδ(t), sets them in motion. Integrating i dδP/dt = [κzδ(t), P₀] across t = 0 gives δP_ai = −iκz_q and δP_ia = +iκz_q, where z_q = ∫φ_i z φ_a dr. Hence s(0) = 0 and u(0) = −2iκz. From (22), ds/dt = −iDu = −2κDz at t = 0, so dg/dt = −2κD^{1/2}z. Expanding g in the eigenvectors F_I of a positive definite Ω and using δ⟨z⟩ = z·s yields

δ⟨z⟩(t) = −2κ Σ_I [(z·D^{1/2}F_I)²/ω_I] sin ω_I t.  (24)

First-order perturbation theory for a many-electron system with ground state 0 and excited states I gives −2κ Σ_I |⟨0|z|I⟩|² sin ω_I t for the same kick, where z is summed over electrons. Comparison identifies the squared transition moment as the bracket in (24). The oscillator strength (2/3)ω_I Σ_c |⟨0|c|I⟩|², with c = x, y, z, is therefore

f_I = (2/3) Σ_c (d_c·D^{1/2}F_I)²,  (25)

where d_c contains the orbital moments for direction c. Because Σ_I F_I F_Iᵀ is the unit matrix,

Σ_I f_I = (2/3) Σ_c d_c·D d_c.  (26)

The right-hand side does not contain K: coupling moves strength between transitions but leaves their sum unchanged.

Stability against mixing of occupied and virtual orbitals of the same spin is decided by D + 2K. Mixings that flip a spin lie outside the transitions q and are not tested by it. To see what this matrix measures, mix a small real amount c_q of each virtual orbital into an occupied one. At second order the change of occupations costs c·Dc. The first-order density is that of δP_ai = δP_ia = c_q, and its interaction energy is ½(2c)·K(2c). The total is

δ²E = c·(D + 2K)c.  (27)

For any vector v, v·Ωv = (D^{1/2}v)·(D + 2K)(D^{1/2}v). Since D^{1/2} is invertible, Ω is positive definite exactly when the second-order energy change (27) is positive for every nonzero c. All frequencies are then real and nonzero.

If Ω has an eigenvalue λ < 0, then ω = ±i√|λ|, and (23) has a solution growing as exp(√|λ| t). The reference state is not an energy minimum, and √|λ| is a growth rate, not an excitation energy. If λ = 0, (23) allows g to grow linearly in time. Equations (14) and (15) then give T = 0 and one eigenvector where two would be needed, so the full matrix cannot be diagonalized.

**5. One transition by hand: H₂**

The hydrogen molecule in the STO-3G basis has one occupied and one virtual spatial orbital. The functional is the local density approximation (LDA) with Slater exchange and VWN correlation. Equation (21) reduces to

ω² = D² + 2D(K_↑↑ ± K_↑↓).  (28)

At a bond length of 1.4 bohr, D = 0.7477, K_↑↑ = 0.0618 and K_↑↓ = 0.1614 hartree. The sum and difference of the couplings are 0.2231 and −0.0996 hartree. Sums and results in this section are computed from unrounded values, so a last digit can differ by one from arithmetic on the printed numbers. In hartree²,

singlet: ω² = 0.5590 + 1.4954 × 0.2231 = 0.8927,
triplet: ω² = 0.5590 − 1.4954 × 0.0996 = 0.4101.

The square roots are 0.945 hartree (25.7 eV) and 0.640 hartree (17.4 eV). One orbital gap has been split into two different excitation energies. They belong to this minimal basis and functional and are not estimates of measured energies.

The example also shows the role of Y. If Y is neglected in (11), the frequency is D + k, where k is the sum or difference of the couplings. Equation (28) can be written ω² = (D + k)² − k², so for a stable single transition this neglect raises the frequency whenever k ≠ 0. For |k| much smaller than D, ω ≈ D + k − k²/(2D), and the error is of second order. Here the singlet would move from 0.945 to 0.971 hartree.

At 5.0 bohr the gap is only 0.0363 hartree, while K_↑↑ = 0.1810 and K_↑↓ = 0.2687 hartree. The singlet has

ω² = 0.00132 + 0.07266 × 0.4496 = 0.0340 hartree²,

or ω = 0.184 hartree (5.02 eV). Neglecting Y would give 0.486 hartree, so the coupling can no longer be treated as small. For the triplet,

ω² = 0.00132 − 0.07266 × 0.0877 = −0.0051 hartree².

The growth rate is 0.071 in atomic units. The curvature in (27), for a normalized antisymmetric mixing of the two spins, is 0.0363 − 2 × 0.0877 = −0.139 hartree. The closed-shell reference can lower its energy by letting the ↑ and ↓ orbitals become different, and its triplet response gives no excitation energy.

**6. Many transitions: LiH**

For LiH at 3.0 bohr, with the same functional and the 6-31G basis, the full matrix has dimension 72 and Ω has dimension 36. The numerical check obtains the full matrix by numerical differentiation of F[P] and compares its positive eigenvalues with those from (18). The largest difference is about 10⁻⁹ hartree.

The smallest orbital gap is 0.113 hartree. The lowest triplet lies at 0.100 hartree (2.73 eV) and the lowest singlet at 0.123 hartree (3.34 eV), with f = 0.085. The next singlets form a degenerate pair at 0.158 hartree (4.29 eV), each with f = 0.267. These values belong to the small basis and are not converged. In cc-pVTZ the triplet falls to 2.58 eV, the lowest singlet to 3.04 eV with f = 0.073, and the pair to 3.97 eV with f = 0.18 each.

The strengths sum to 1.548, both from Ω and from the full matrix. In a complete basis with a local potential the sum would be the electron number, 4. To see this, note that [z,[F₀,z]] = 1 when F₀ = −∇²/2 + v(r). Its expectation value summed over occupied orbitals is 2Σ_q ω_q z_q², because occupied-occupied terms cancel in pairs. Each direction thus contributes N_e/3 to (26), where N_e is the number of electrons. The shortfall from 4 is a defect of the small basis, which the coupling K cannot repair: the sum rises to 2.83 in cc-pVTZ and to 4.00 in a large uncontracted basis that includes tight p functions on Li.

Equation (24) was also tested against propagation of the nonlinear equation (2) after kicks of κ = ±10⁻⁴. Half the difference of the two signals removes the response of even order in κ, which for a single kick amounts to about 2 × 10⁻⁴ of the peak. Over 15 atomic units of time, the largest deviation of this difference from (24) is 3 × 10⁻⁶ of the peak dipole response. Setting K = 0 in the prediction raises it to 39% of that peak.

**7. Where the simple form stops**

Complex orbitals do not change the physics if they are merely another choice within a degenerate level, but they do change the matrices. When degenerate virtual orbitals of LiH are combined into complex ones, the largest element of A − B − D is 0.009 hartree instead of zero. The remedy is to return to real orbitals. If no real set describes the reference state, as can happen in a magnetic field, (12) is not available.

With exact exchange, (14) and (15) are replaced by (A + B)S = ωT and (A − B)T = ωS. If A − B is positive definite, setting S = (A − B)^{1/2}F and eliminating T gives

(A − B)^{1/2}(A + B)(A − B)^{1/2}F = ω²F.  (29)

The dimension is still N and the matrix is still symmetric, but the square root is now that of a full matrix. For LiH in Hartree-Fock theory, with the same basis and geometry, (29) reproduces the lowest full-problem value, ω² = 0.0104 hartree². Putting B in place of K in (18) gives 0.0876 hartree², more than eight times too large.

A vanishing gap leaves Ω real and symmetric, and for λ ≠ 0 the vectors S = D^{1/2}F and T = (D + 2K)S/ω still solve (14) and (15), since DT = D^{1/2}ΩF/ω = ωS. But D^{−1/2} no longer exists: Ω has a zero eigenvalue whatever K is, and (19), (20) and the equivalence between positive definite Ω and positive curvature in (27) are lost. A negative gap makes √ω_q imaginary, so the elements of (18) that couple it to transitions with positive gaps are imaginary, and unless all of them vanish Ω is no longer a real symmetric matrix. Finally, if the kernel depends on frequency, the algebra can be repeated at each fixed ω, but K and Ω then depend on the frequency being sought. The condition Ω(ω)F = ω²F is a nonlinear problem, and one diagonalization of an N × N matrix no longer supplies all its solutions.

Computed results

```
H2 LDA/STO-3G, distance 1.4 bohr
  KS gap = 0.747678 hartree
  K_upup = 0.061776, K_updown = 0.161366 hartree
  singlet omega^2 = 0.892699 hartree^2
  triplet omega^2 = 0.410101 hartree^2
  singlet omega = 0.944828 hartree = 25.710 eV
  triplet omega = 0.640391 hartree = 17.426 eV
H2 LDA/STO-3G, distance 5.0 bohr
  KS gap = 0.036328 hartree
  K_upup = 0.180959, K_updown = 0.268677 hartree
  singlet omega^2 = 0.033989 hartree^2
  triplet omega^2 = -0.005054 hartree^2
  singlet omega = 0.184361 hartree = 5.017 eV
  triplet growth rate from full problem = 0.07109 a.u.
LiH LDA/6-31G, distance 3.0 bohr
  full dimension = 72, reduced dimension = 36
  smallest KS gap = 0.112907 hartree
  largest block error = 5.0e-10 hartree
  largest frequency error = 9.3e-10 hartree
  largest vector residual = 5.9e-10 hartree
  state: omega/hartree, omega/eV, strength, spin parity, Y.Y
  1: 0.100301, 2.729, 0.00000, -1.000, 0.00560
  2: 0.122767, 3.341, 0.08486, +1.000, 0.00621
  3: 0.140142, 3.813, 0.00000, -1.000, 0.00194
  4: 0.140142, 3.813, 0.00000, -1.000, 0.00194
  5: 0.157611, 4.289, 0.26708, +1.000, 0.00076
  6: 0.157611, 4.289, 0.26708, +1.000, 0.00076
  7: 0.220642, 6.004, 0.00000, -1.000, 0.00243
  8: 0.256037, 6.967, 0.01969, +1.000, 0.00534
  strength sum from Omega = 1.547906
  strength sum from full matrix = 1.547906
Real-time test: kick = 1e-04 a.u., duration = 15.0 a.u.
  peak dipole response per kick = 4.40407 a.u.
  relative error of Casida signal = 2.6e-06
  relative error with K = 0 = 0.390
Complex pi orbitals: max |A-B-D| = 0.00880 hartree
LiH Hartree-Fock/6-31G, distance 3.0 bohr
  max |A-B-D| = 0.42831 hartree
  max off-diagonal |A-B| = 0.09307 hartree
  lowest omega^2, full problem = 0.010354 hartree^2
  lowest omega^2, general reduction = 0.010354 hartree^2
  lowest omega^2, simple form with K=B = 0.087638 hartree^2
```
